# Logarithmic growth of the second-order energy in finite electron-gas cells

## Problem

An unpolarized gas of \(N\) electrons occupies a cubic cell of side \(L\), with periodic boundaries and a uniform neutralizing background. The second-order energy is built on plane waves, with bare kinetic energies in the denominators and no basis cutoff. Let \(N\) grow at fixed density.

1. Show that the energy per electron grows in magnitude as \(\ln N\), and find the coefficient.
2. Show that second-order exchange leaves this coefficient unchanged.
3. Compare with sums over finite cells, and say what would stop the growth.

## Solution

### Sums over integer vectors

Atomic units are used in the algebra. The wave vectors are \(\mathbf k=2\pi\mathbf n/L\), with integer vectors \(\mathbf n\). All states with \(|\mathbf n|^2\le K\) are doubly occupied and the rest are empty. This closed shell keeps every denominator away from zero. With \(R=\sqrt K\), counting unit cubes in the occupied sphere gives
\[
N=\frac{8\pi}{3}R^3\left[1+O(1/R)\right].
\]

Single excitations do not contribute, because they would change the total momentum. For double excitations from spin orbitals \(i,j\) to \(a,b\),
\[
E_2=\frac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}
=\frac12\sum_{ijab}\frac{\langle ij|ab\rangle\left(\langle ij|ab\rangle-\langle ij|ba\rangle\right)}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.
\]
The second form follows by expanding the square and exchanging the labels \(a,b\) in half of the terms.

Let \(\mathbf k\to\mathbf k+\mathbf q\) and \(\mathbf k'\to\mathbf k'-\mathbf q\), with \(\mathbf q=2\pi\mathbf m/L\). Write \(\mathbf k=2\pi\mathbf n/L\) and \(\mathbf k'=-2\pi\mathbf n'/L\); inversion symmetry ensures that \(\mathbf n'\) is also an occupied vector. Both \(\mathbf n+\mathbf m\) and \(\mathbf n'+\mathbf m\) must be empty. The denominator is
\[
-\left[q^2+\mathbf q\cdot(\mathbf k-\mathbf k')\right]=-\frac{4\pi^2}{L^2}D,\qquad
D=m^2+\mathbf m\cdot(\mathbf n+\mathbf n').
\]
The Coulomb integral is \(4\pi/(L^3q^2)=1/(\pi Lm^2)\). The direct term has four spin choices, so its prefactor is \(\tfrac12\times4=2\):
\[
\frac{E_{2d}}N=-\frac2N\sum\frac{1}{\pi^2L^2m^4}\,\frac{L^2}{4\pi^2D}
=-\frac1{2\pi^4N}\sum_{\mathbf m\ne0}\frac{S(\mathbf m)}{m^4},
\qquad S(\mathbf m)=\sum_{\mathbf n,\mathbf n'}\frac1D .
\]

Exchange requires all four spins to agree, which leaves two choices. Its momentum transfer is \(-2\pi\mathbf x/L\), where \(\mathbf x=\mathbf n+\mathbf n'+\mathbf m\), so
\[
\frac{E_{2x}}N=+\frac1{4\pi^4N}\sum_{\mathbf m,\mathbf n,\mathbf n'}\frac1{m^2x^2D},\qquad D=\mathbf m\cdot\mathbf x .
\]
Here \(\mathbf x\ne0\), since \(\mathbf n+\mathbf m\) is empty and \(-\mathbf n'\) is occupied. The length \(L\) has cancelled: two Coulomb factors and the kinetic denominator both scale as \(L^{-2}\). In this model \(E_2/N\) therefore depends on \(N\) but not on density.

### Hole pairs at small transfer

Define the height \(w=\hat{\mathbf m}\cdot\mathbf n+|\mathbf m|/2\), and \(w'\) likewise. Then
\[
|\mathbf n+\mathbf m|^2-|\mathbf n|^2=2|\mathbf m|w>0,\qquad D=|\mathbf m|(w+w').
\]
The difference of squares is a positive integer, so \(w\ge1/(2|\mathbf m|)\).

The allowed points lie in a lune: inside a sphere of radius \(R\) and outside the same sphere displaced by \(-\mathbf m\). At height \(w\) its slice is a ring of area
\[
\pi\left[R^2-(w-|\mathbf m|/2)^2\right]-\pi\left[R^2-(w+|\mathbf m|/2)^2\right]=2\pi|\mathbf m|w
\]
for \(0<w<R-|\mathbf m|/2\). Replacing points by volume, and the upper height by \(R\), gives the leading estimate
\[
S_0=\int_0^R\!\!\int_0^R\frac{(2\pi|\mathbf m|)^2ww'}{|\mathbf m|(w+w')}\,dw\,dw'
=4\pi^2|\mathbf m|R^3I,\qquad I=\int_0^1\!\!\int_0^1\frac{ss'}{s+s'}\,ds\,ds'.
\]

The inner integral is \(s-s^2\ln[(1+s)/s]\). Integration by parts gives
\[
\int_0^1s^2\ln(1+s)\,ds=\frac{\ln2}3-\frac13\left(\frac56-\ln2\right)=\frac23\ln2-\frac5{18},
\qquad \int_0^1s^2\ln s\,ds=-\frac19 .
\]
Hence
\[
I=\frac12-\left(\frac23\ln2-\frac5{18}+\frac19\right)=\frac23(1-\ln2)=0.204569 .
\]

### Why the lattice does not change the coefficient

The smallest transfers never see a continuous lune, so the replacement needs an error estimate. Below, \(C\) is a constant that may change from line to line but does not depend on \(\mathbf m\) or \(R\). First take \(1\le|\mathbf m|\le R\).

Let \(G(w)\) be the number of lune points up to height \(w\). A unit cube around a lattice point reaches no farther than \(c=\sqrt3/2\) from its centre. The cubes of the counted points fit into the lune enlarged by \(c\). Its slice at height \(h\) has area at most \(\pi(4Rc+2|\mathbf m|h)\) for \(h\ge0\), and at most \(4\pi Rc\) for \(h<0\). Integration from \(-c\) to \(w+c\) gives
\[
G(w)\le\pi\left[4Rc(w+2c)+|\mathbf m|(w+c)^2\right].
\]
Conversely, the lune shrunk by \(c\) is covered by cubes of counted points. Its slices have area at least \(\pi(2|\mathbf m|h-4Rc)\), so for \(2c\le w\le R-|\mathbf m|/2\)
\[
G(w)\ge\pi\left[|\mathbf m|\left((w-c)^2-c^2\right)-4Rcw\right].
\]

Compare \(G\) with \(G_0(w)=\pi|\mathbf m|\min(w,R)^2\). The two bounds, together with the cap above \(R-|\mathbf m|/2\), give
\[
|G-G_0|\le CR\min(1+w,R)+Cm^2R\,\theta(w-R/2),
\]
where \(\theta\) is the unit step. To carry this into \(S\), use \(1/(w+w')=\int_0^\infty e^{-t(w+w')}dt\):
\[
S=\frac1{|\mathbf m|}\int_0^\infty F(t)^2dt,\qquad
F(t)=\sum_{\mathbf n}e^{-tw}=t\int_0^\infty G(w)e^{-tw}dw .
\]
Let \(F_0\) be the same transform of \(G_0\), and \(\delta=F-F_0\). Then
\[
F_0\le C|\mathbf m|\min(t^{-2},R^2),\qquad
|\delta|\le CR\min(1+1/t,R)+Cm^2Re^{-tR/2}.
\]
Since \(F^2-F_0^2=2F_0\delta+\delta^2\), two integrals are needed. Splitting the first at \(t=1/R\) gives
\[
\int_0^\infty F_0|\delta|\,dt\le C\left(|\mathbf m|R^3+|\mathbf m|^3R^2\right).
\]
For the second, the part with \(t<1\) is at most \(C(R^3+m^4R)\). For \(t>1\) the smallest height matters: because \(G=0\) below \(1/(2|\mathbf m|)\),
\[
F\le C\left(Re^{-t/(2|\mathbf m|)}+|\mathbf m|/t^2\right),
\]
and this part of \(\int\delta^2dt\) is at most \(C|\mathbf m|R^2\). Dividing by \(|\mathbf m|\) and collecting terms,
\[
S(\mathbf m)=4\pi^2|\mathbf m|R^3\left[I+O\!\left(\frac1{|\mathbf m|}\right)+O\!\left(\frac{|\mathbf m|}R\right)\right],\qquad |\mathbf m|\le R .
\]
At fixed small \(|\mathbf m|\) this gives a bounded ratio, not convergence to one. That suffices here, because a finite set of transfers cannot supply a logarithm.

For \(R<|\mathbf m|\le3R\), the upper count and the same transform give \(S\le C|\mathbf m|R^3\). For \(|\mathbf m|>3R\), \(D\ge m^2-2R|\mathbf m|\ge m^2/3\), so \(S\le CR^6/m^2\).

### The sum over transfers

The number of integer vectors within radius \(r\) is \(4\pi r^3/3+O(r^2)\). Partial summation therefore gives
\[
\sum_{0<|\mathbf m|\le R}|\mathbf m|^{-3}=4\pi\ln R+O(1).
\]
The error terms in \(S\) produce \(\sum|\mathbf m|^{-4}\) and \(R^{-1}\sum|\mathbf m|^{-2}\), both bounded. Transfers beyond \(R\) contribute at most \(CR^3\) to \(\sum S/m^4\), hence a bounded energy per electron. Thus
\[
\frac{E_{2d}}N=-\frac{4\pi^2R^3I\,(4\pi\ln R)}{2\pi^4N}+O(1)
=-\frac{8IR^3}{\pi N}\ln R+O(1)=-\frac{3I}{\pi^2}\ln R+O(1).
\]
With \(\ln R=\tfrac13\ln N+O(1)\),
\[
\boxed{\frac{E_{2d}}N=-A\ln N+O(1),\qquad A=\frac{2(1-\ln2)}{3\pi^2}\ \text{hartree}.}
\]

The powers of \(q\) show the origin. Two Coulomb factors give \(q^{-4}\), the volume element \(q^2dq\), the two hole counts \(q^2\), and the denominator \(q^{-1}\). Their product is \(dq/q\), cut off below at \(2\pi/L\propto N^{-1/3}\) when density is fixed.

### Exchange

Every term in the exchange sum is positive. Interchanging the two final states at fixed \(\mathbf n,\mathbf n'\) maps \(\mathbf m\to-\mathbf x\) and \(\mathbf x\to-\mathbf m\), leaving \(D\) unchanged. Choose a fixed \(0<\eta<1\) and split the sum \(\sum1/(m^2x^2D)\).

**One transfer is small.** If \(|\mathbf m|<\eta R\le|\mathbf x|\), the sum is at most
\[
\frac1{\eta^2R^2}\sum_{|\mathbf m|<\eta R}\frac{S(\mathbf m)}{m^2}
\le\frac{CR}{\eta^2}\sum_{|\mathbf m|<\eta R}\frac1{|\mathbf m|}\le CR^3 .
\]
The mirror case has the same bound.

**Neither is small.** Use \(2/(m^2x^2)\le m^{-4}+x^{-4}\) and the interchange symmetry. The sum is at most \(\sum_{|\mathbf m|\ge\eta R}S/m^4\le CR^3[1+\ln(1/\eta)]\).

**Both are small.** Now \(|\mathbf m|(w+w')=D=\mathbf m\cdot\mathbf x\) implies \(w+w'\le|\mathbf x|<\eta R\), so both holes lie near the equator of the Fermi sphere. The same inequality bounds the sum by \(\sum_{|\mathbf m|<\eta R}S_\eta/m^4\), where \(S_\eta\) includes only heights below \(\eta R\). Repeating the transform estimate with this height limit gives
\[
S_\eta\le C\left(|\mathbf m|\eta^3R^3+\eta R^3/|\mathbf m|+R^2\right),
\]
and the sum is at most \(CR^3(\eta^3\ln R+1)\).

Dividing by \(N\), exchange per electron is at most \(C\eta^3\ln N\) plus a constant depending on \(\eta\). Since \(\eta\) can be chosen as small as desired, exchange is \(o(\ln N)\). The total second-order energy has the same coefficient:
\[
\frac{E_2}N=-A\ln N+o(\ln N).
\]

## Finite cells

Take a model density of \(0.03\) electrons per cubic angstrom, for which \(k_F=0.961\) Å\(^{-1}\). The density fixes the cell lengths; the energies would be the same at any other density. In the tables below, transfers up to about \(2.5R\) are summed explicitly, and larger ones are replaced by an integral over an expansion of the denominator in \(1/|\mathbf m|\). This replacement leaves the tabulated energies, direct and exchange, uncertain by up to a few meV, so their third decimal is not reliable. The predicted coefficient is
\[
A=\frac{2(1-0.693147)}{3\pi^2}=0.020727\ \text{hartree}=0.564\ \text{eV}.
\]
Doubling \(N\) should lower the energy per electron by \(0.564\ln2=0.391\) eV, and a tenfold increase by \(1.30\) eV.

| \(N\) | \(L\) (Å) | \(2\pi/L\) (Å\(^{-1}\)) | Direct energy per electron (eV) |
|---:|---:|---:|---:|
| 1478 | 36.66 | 0.1714 | −3.995 |
| 3150 | 47.18 | 0.1332 | −4.754 |
| 6142 | 58.94 | 0.1066 | −4.898 |
| 13958 | 77.49 | 0.0811 | −5.328 |
| 27226 | 96.82 | 0.0649 | −5.723 |

Between the first and last rows, the law predicts a change of \(-0.564\ln(27226/1478)=-1.64\) eV; the sums give \(-1.73\) eV. Some neighbouring rows depart much further from the law. From 1478 to 3150 electrons the change is \(-0.76\) eV, against a predicted \(-0.43\) eV. Two cells are therefore a poor way to measure the slope. A fit to 18 closed-shell cells, weighted towards the larger ones, gives \(-0.551\) eV per unit of \(\ln N\), 2.4% smaller in magnitude than predicted. The root-mean-square scatter about the fit is 0.09 eV. The slope depends on which cells are chosen. Counting only transfers below \(k_F\), which carry nearly all of it, other sets of about 18 closed shells in the same range give slopes from \(-0.51\) to \(-0.59\) eV, and all 176 closed shells with \(30\le K\le240\) give \(-0.560\pm0.007\) eV. The 2.4% shortfall is therefore within the scatter.

The contribution of the shortest transfers varies noticeably from one filling to another. For \(\mathbf m=(1,0,0)\), the ratio of \(S\) to its leading estimate, with \(R\) taken from \(N=\tfrac{8\pi}{3}R^3\), has mean 1.004 and standard deviation 0.045 over the integers \(K=100\) to \(196\), some of which repeat the preceding filling. With \(R=\sqrt K\) the figures are 1.009 and 0.046. In the leading law each transfer contributes \(3A/(4\pi|\mathbf m|^3)\) in magnitude, so the six shortest contribute \(6\times3\times0.564/(4\pi)=0.81\) eV. A relative scatter of 0.045 in that amount is about 0.04 eV. For \(\mathbf m=(3,2,1)\) the relative scatter is 0.008, or 0.010 with \(R=\sqrt K\).

The fit was also divided at \(q=k_F\). Transfers below \(k_F\) give a slope of \(-0.550\) eV, and those above give \(-0.001\) eV. The growth in these cells thus comes from transfers below \(k_F\), in line with the derivation.

Exchange was summed pair by pair in smaller cells, with the same integral treatment of transfers beyond about \(2.5R\):

| \(N\) | Direct (eV) | Exchange (eV) | Total (eV) |
|---:|---:|---:|---:|
| 162 | −2.638 | 0.592 | −2.046 |
| 502 | −3.278 | 0.624 | −2.654 |
| 1238 | −4.114 | 0.654 | −3.459 |

These energies are per electron. Over the five cells computed, the fitted exchange slope is 0.02 eV per unit of \(\ln N\), about 4% of \(A\). Such a range cannot establish an asymptotic law; the bound above does that. The direct energy does not follow the law closely over these cells: it changes by \(-1.48\) eV between the first and last rows, while the logarithmic law alone would give \(-1.15\) eV.

The spin factors were tested separately for 14 electrons in a small finite basis. A direct spin-orbital sum gave \(-1.021570\) eV per electron at both \(L=7\) and \(L=15\) bohr, in agreement with the reduced sums. This value belongs to that truncated basis and is not a complete-basis energy. The numerical output lists some further cells and checks.

## What stops the growth

The logarithm is a failure of bare second-order perturbation theory for a gapless gas, not a property of its true correlation energy. Suppose first that some mechanism removes transfers below a fixed \(q_c\ll k_F\). Since \(R=k_FL/(2\pi)\) up to a relative correction of order \(1/R\), the small-transfer sum becomes
\[
\frac{E_{2d}}N\simeq-3A\ln\frac{k_F}{q_c}+O(1)
\]
once \(2\pi/L\ll q_c\). It no longer grows with the cell.

Screening supplies such a scale in a metal. At high density a Thomas–Fermi estimate uses
\[
q_c^2=4\pi\frac{\partial n}{\partial\mu}=\frac{4k_F}{\pi},
\]
where \(n=k_F^3/(3\pi^2)\) and \(\mu=k_F^2/2\). Because \(k_F\propto1/r_s\), with \(r_s\) the radius in bohr of a sphere holding one electron, \(\ln(k_F/q_c)=-\tfrac12\ln r_s+O(1)\). The energy per electron becomes
\[
\frac{3A}2\ln r_s+O(1)=\frac{1-\ln2}{\pi^2}\ln r_s+O(1)
\]
in hartree. The divergence with cell size has turned into a logarithm of density. This estimate holds for \(r_s\ll1\); the example has \(r_s=3.77\), so it should not be used there.

A gap acts differently. Add a fixed positive energy \(\Delta\) to every pair-excitation energy while keeping the same plane-wave matrix elements. For \(qk_F\ll\Delta\), the denominator tends to \(\Delta\) instead of vanishing as \(q\). The powers become \(q^{-4}\cdot q^2dq\cdot q^2=dq\), which is integrable at zero. Logarithmic growth can then persist only while \(2\pi/L\) is larger than roughly \(\Delta/k_F\); in larger cells the energy per electron approaches a finite limit. In this model the approach is slow: the missing range \(q<2\pi/L\) of \(\int dq\) shrinks only as \(1/L\propto N^{-1/3}\). That rate belongs to the shifted gas, which keeps the hole counts of a metal, each proportional to \(q\). It is not the rule for a band insulator. There the occupied and empty Bloch states are orthogonal at \(q=0\), so the squared matrix element of each pair goes as \(q^2\). The powers of the direct term become \(q^{-4}\cdot q^2dq\cdot q^4=q^2dq\), and the missing range shrinks as \(1/L^3\propto1/N\).

A finite virtual basis gives no such rescue. If its momentum cutoff stays fixed above \(k_F\) as the cell grows, it changes the contribution of large transfers but leaves the small ones in place. The constant changes, while the coefficient of \(\ln N\) does not.

## Computed values

```
density = 0.03 electrons/angstrom^3
Fermi wave number = 0.9613 1/angstrom
density parameter r_s = 3.773 (dimensionless)
angular integral, quadrature = 0.204569
angular integral, formula = 0.204569
lattice sum of |m|^-3, 10<|m|<=40 = 17.4364
4 pi ln 4 = 17.4207
14 electrons, small basis, L=7 bohr: -1.021570 eV
14 electrons, small basis, L=15 bohr: -1.021570 eV
same from reduced sums: -1.021570 eV per electron
S(m)/small-transfer law over fillings K=100..196: mean, std
  m=(1, 0, 0): 1.0039, 0.0445
  m=(1, 1, 1): 0.9986, 0.0336
  m=(3, 2, 1): 0.9800, 0.0084
Direct energy per electron
  N, L (angstrom), 2pi/L (1/angstrom), direct (eV)
  1478, 36.66, 0.1714, -3.995
  1850, 39.51, 0.1590, -4.212
  3150, 47.18, 0.1332, -4.754
  4746, 54.08, 0.1162, -4.934
  6142, 58.94, 0.1066, -4.898
  9250, 67.56, 0.0930, -5.234
  13958, 77.49, 0.0811, -5.328
  27226, 96.82, 0.0649, -5.723
number of cells in fit = 18
fitted slope dE/d(ln N) = -0.5507 eV
predicted slope -A = -0.5640 eV = -0.020727 hartree
slope from q below k_F = -0.5500 eV
slope from q above k_F = -0.0007 eV
rms shell scatter about fit = 0.0888 eV
predicted change on doubling N = -0.3909 eV
predicted change for tenfold N = -1.2987 eV
Smaller cells: N, direct, exchange, total (eV per electron)
  162, -2.6378, 0.5922, -2.0455
  246, -3.2398, 0.6678, -2.5720
  502, -3.2775, 0.6239, -2.6536
  778, -4.0197, 0.6607, -3.3590
  1238, -4.1137, 0.6544, -3.4593
exchange slope dE/d(ln N) = 0.0205 eV
```
